# Finite-size errors of MP2 for insulators on standard and staggered meshes: a numerical check

```python
# Finite-size error of periodic MP2 (Hartree atomic units, energies per cell).
# Result under test: E(m,th) - E_inf = Z_th[s]/N + O(m^-5), N = m^3; occupied k on a
# Gamma mesh, virtual k shifted by th mesh steps; s(qhat) = jump of the integrand at
# momentum transfer q->0 caused by the Coulomb head; Z_th = regularised lattice sum.
# Cubic symmetry: s isotropic, Z_th[s] = 0 for th != 0.  Chain (N = m): staggered error
# exponentially small, standard error -(s_d+s_x)/N + s_xx/N^2.
# Models: two sites, on-site +-DEL, interaction erf(r/(2 SIG))/r between site densities,
# K0 = 4 pi/volume, d = <occ|dH/dk|vir>/gap, Ed/Ex = direct/exchange energy.
# Integer vectors D are displacements in units of half a lattice constant.
import numpy as np
from scipy.special import erf, gammaincc, gamma, roots_laguerre, roots_legendre
from scipy.constants import physical_constants
MEV = 1e3 * physical_constants['Hartree energy in eV'][0]
pi = np.pi
A0, SIG, DEL, T, T1, T2, XB, CA = 4.0, 1.0, 0.24, 0.02, 0.12, 0.04, 0.4, 1.3
EMAX = np.hypot(DEL, 8 * T); D0 = 2 * (DEL + EMAX)
xl, wl = roots_laguerre(4); TAU, WT = xl / D0, wl / D0   # 1/D = sum WT exp(-TAU (D-D0))
ZERO, HALF, ZSH = (0., 0., 0.), (.5, .5, .5), (0., 0., .5)
def grid(*ax): return np.stack(np.meshgrid(*ax, indexing='ij'), -1).reshape(-1, 3)
print(f"a={A0} bohr, sigma={SIG} bohr, Delta={DEL} Ha, t={T} Ha, c/a={CA}")
print(f"gap={2*DEL:.3f} Ha, Emax={EMAX:.5f} Ha, U={1/(SIG*pi**.5):.5f} Ha, K0(cubic)={4*pi/A0**3:.6f} bohr^-3")

# ---- regularised lattice sum of s = sum_ab B_ab xhat_a^2 xhat_b^2 (Ewald form)
def zeta(B, b, th):
    b = np.array(b) / np.prod(b) ** (1 / 3); th = np.array(th)
    Lv = 4 * B.sum(0) + 8 * np.diag(B); H0 = Lv.sum() / 60
    H2 = lambda X: (X @ Lv - 20 * H0 * X.sum(1)) / 14
    H4 = lambda X: ((X @ B) * X).sum(1) - X.sum(1) * H2(X) - X.sum(1) ** 2 * H0
    n = grid(*[np.arange(-6, 7)] * 3); X = ((n + th) * b) ** 2; X = X[X.sum(1) > 0]
    n = n[np.abs(n).sum(1) > 0]; Y = (n / b) ** 2; ph = np.cos(2 * pi * n @ th)
    r2, y2 = X.sum(1), pi * Y.sum(1)
    Z = -H0 if not th.any() else 0.0
    for l, H in ((2, H2), (4, H4)):
        s = (l + 3) / 2
        Z += (H(X) * r2 ** (-l / 2) * gammaincc(l / 2, pi * r2)).sum()
        Z += (-1) ** (l // 2) * pi ** (l / 2) * gamma(s) / gamma(l / 2) * (ph * H(Y) * y2 ** (-s) * gammaincc(s, y2)).sum()
    return Z
def zeta_damped(B, b, th):   # the damped sum is linear in eta up to exponentially small terms
    b = np.array(b) / np.prod(b) ** (1 / 3)
    X = ((grid(*[np.arange(-26, 27)] * 3) + np.array(th)) * b) ** 2; X = X[X.sum(1) > 0]
    r2 = X.sum(1); s = ((X @ B) * X).sum(1) / r2 ** 2; av = (B.sum() + 2 * np.trace(B)) / 15
    S = [(s * np.exp(-e * r2)).sum() - av * (pi / e) ** 1.5 for e in (0.2, 0.1)]
    return 2 * S[1] - S[0]
def rank2(Av): return (Av[:, None] + Av[None, :]) / 2
Bt = np.array([[1, .3, .2], [.3, .5, -.4], [.2, -.4, 2.]]); bt = (1, 1, 1 / CA)
for th in (ZERO, HALF, ZSH):
    assert abs(zeta(Bt, bt, th) - zeta_damped(Bt, bt, th)) < 1e-8
ez = rank2(np.array([0., 0, 1]))
for nm, b in (('cubic', (1, 1, 1)), ('tetragonal', bt)):
    print(f"{nm} Z[zhat^2]: th=0 {zeta(ez,b,ZERO):.6f}, half {zeta(ez,b,HALF):.6f}, (0,0,1/2) {zeta(ez,b,ZSH):.6f}")
z4 = zeta_damped(np.eye(3), (1, 1, 1), HALF); assert abs(z4) > 0.05
print(f"cubic Z[x^4+y^4+z^4 on unit sphere]: th=0 {zeta(np.eye(3),(1,1,1),ZERO):.6f}, half {z4:.6f}")

# ---- brute-force MP2 from the definition
def vmat(q, L, tau):
    G = grid(*[np.arange(-5, 6)] * 3) * 2 * pi / L
    p2 = sum((q[:, None, c] + G[None, :, c]) ** 2 for c in range(3)); ok = p2 > 1e-18
    K = np.where(ok, np.exp(-SIG**2 * p2) / np.where(ok, p2, 1), 0) * 4 * pi / L.prod()
    dt = (tau[:, None] - tau[None]).reshape(4, 3)
    return (K @ np.exp(-1j * G @ dt.T)).reshape(-1, 2, 2)
def bands(off, k):
    f = off(k); H = np.zeros(f.shape + (2, 2), complex)
    H[..., 0, 0] = DEL; H[..., 1, 1] = -DEL; H[..., 0, 1] = f; H[..., 1, 0] = np.conj(f)
    e, U = np.linalg.eigh(H); return e[..., 0], e[..., 1], U[..., :, 0], U[..., :, 1]
def kmesh(L, mv, th): return grid(*[(np.arange(mv[c]) + th[c]) / mv[c] for c in range(3)]) * 2 * pi / L
def brute(off, L, tau, mv, th):
    ko, kv = kmesh(L, mv, ZERO), kmesh(L, mv, th); N = len(ko)
    eo, _, o, _ = bands(off, ko); _, ea, _, va = bands(off, kv)
    _, eb, _, vb = bands(off, ko[:, None, None] + ko[None, :, None] - kv[None, None])
    V = vmat((kv[None] - ko[:, None]).reshape(-1, 3), L, tau).reshape(N, N, 2, 2)
    left = np.einsum('im,am,iamn->ian', o.conj(), va, V)
    W1 = np.einsum('ian,jn,ijan->ija', left, o.conj(), vb)
    W2 = np.einsum('jan,in,ijan->ija', left, o.conj(), vb)
    D = ea[None, None] + eb - eo[:, None, None] - eo[None, :, None]
    return np.array([-2 * (abs(W1)**2 / D).sum(), (W2 * W1.conj() / D).sum().real]) / N**3

# ---- non-centrosymmetric chain along z
Lc = np.full(3, A0); K0 = 4 * pi / A0**3; tch = np.array([[0, 0, 0], [0, 0, XB * A0]])
e1 = lambda k: -T1 * np.exp(1j * k[..., 2] * XB * A0)
e2 = lambda k: -T2 * np.exp(-1j * k[..., 2] * (1 - XB) * A0)
chain = lambda k: e1(k) + e2(k)
def chain_state(th):
    k = kmesh(Lc, (1, 1, 20), th); eo, ev, o, v = bands(chain, k)
    df = 1j * A0 * (XB * e1(k) - (1 - XB) * e2(k))
    d = (o[:, 0].conj() * df * v[:, 1] + o[:, 1].conj() * df.conj() * v[:, 0]) / (ev - eo)
    return k, ev - eo, o, v, d
ki, gi, oi, vi, di = chain_state(ZERO); kj, gj, oj, vj, dj = chain_state(ZSH)
Dn = gi[:, None] + gj[None]; head = -K0 * di[:, None] * dj[None]
body = np.einsum('im,mn,jn->ij', oi.conj() * vi, vmat(np.zeros((1, 3)), Lc, tch)[0], oj.conj() * vj)
Vij = vmat((kj[None] - ki[:, None]).reshape(-1, 3), Lc, tch).reshape(20, 20, 2, 2)
W2 = np.einsum('im,jm,ijmn,jn,in->ij', oi.conj(), vj, Vij, oj.conj(), vi)
s_hh = -2 * (abs(head)**2 / Dn).mean(); s_w = -4 * (head * body.conj() / Dn).mean().real
s_x = 2 * (W2 * head.conj() / Dn).mean().real; s_xx = (K0**2 * abs(di)**4 / (2 * gi)).mean()
Ec = brute(chain, Lc, tch, (1, 1, 16), ZSH)
print(f"chain: t1={T1} Ha, t2={T2} Ha, site B at {XB} a; Ed={Ec[0]:.8e} Ha, Ex={Ec[1]:.8e} Ha")
print(f"chain s: head {s_hh:.6e}, wing {s_w:.6e}, s_x {s_x:.6e}, s_xx {s_xx:.6e} Ha")
assert abs(s_w) > 1e-2 * abs(s_hh)
st = {m: abs(brute(chain, Lc, tch, (1, 1, m), ZSH).sum() - Ec.sum()) for m in (2, 4, 6, 10)}
assert st[6] < st[4] / 10 and st[10] < 1e-8 * abs(Ec.sum())
print("chain staggered |error| N=2,4,6: " + ", ".join(f"{st[m]:.2e}" for m in (2, 4, 6)) + " Ha")
for m in (10, 14):
    er = m * (brute(chain, Lc, tch, (1, 1, m), ZERO) - Ec); pr = np.array([-s_hh - s_w, -s_x + s_xx / m])
    assert np.abs(er - pr).max() < 1e-6 * abs(s_hh)
    print(f"chain standard N={m}: N*err d {er[0]:.6e} (formula {pr[0]:.6e}), x {er[1]:.6e} ({pr[1]:.6e}) Ha")

# ---- CsCl-type lattice: fast mesh sums
def ctrans(F, C):
    for c in C: F = np.tensordot(F, c, ([F.ndim - 3], [1]))
    return F
def fE(ang):
    c = [np.cos(x) for x in ang]; f = -8 * T * c[0][:, None, None] * c[1][None, :, None] * c[2]
    return f, np.sqrt(DEL**2 + f**2)
def gtab(m, s, sg, nD):   # weighted projector [tau, AA/AB/BB, D]; sg=-1 occupied, +1 virtual
    ang = [pi * (np.arange(m) + x) / m for x in s]; f, E = fE(ang)
    P = np.stack([(1 + sg * DEL / E) / 2, sg * f / (2 * E), (1 - sg * DEL / E) / 2])
    F = np.exp(-TAU[:, None, None, None] * (E - D0 / 4))[:, None] * P[None]
    return ctrans(F, [np.cos(np.outer(np.arange(nD), x)) for x in ang]) / m**3
def vtab(L, m, th, nD):
    n = [np.arange(int(5.6 * m * L[c] / (2 * pi)) + 2) + th[c] for c in range(3)]
    p = [(2 * pi * n[c] / (m * L[c]))**2 for c in range(3)]
    p2 = p[0][:, None, None] + p[1][None, :, None] + p[2]; ok = p2 > 0
    K = np.where(ok, np.exp(-SIG**2 * p2) / np.where(ok, p2, 1), 0) * 4 * pi / L.prod()
    return ctrans(K, [np.cos(pi * np.outer(np.arange(nD), x) / m) * np.where(x > 0, 2., 1.) for x in n]) / m**3
def vbare(L, D):
    r = np.sqrt((D * L[0] / 2)[:, None, None]**2 + (D * L[1] / 2)[None, :, None]**2 + (D * L[2] / 2)**2)
    return np.where(r > 0, erf(r / (2 * SIG)) / np.where(r > 0, r, 1), 1 / (SIG * pi**.5))
def parts(aa, ab, bb, Ve, Vo):   # -2 Tr(pi V pi V) in the basis A+B, A-B
    tr = [(Ve * (aa + bb + 2 * ab))**2, 2 * Ve * Vo * (aa - bb)**2, (Vo * (aa + bb - 2 * ab))**2]
    return [-2 * np.tensordot(WT, x, (0, 0)) for x in tr]
def direct_mesh(L, m, th):
    pol = gtab(m, ZERO, -1, 2 * m) * gtab(m, th, 1, 2 * m); pq = []
    for ty in range(3):
        s = ty % 2; Ds = np.arange(s, 2 * m, 2)
        pq.append(ctrans(pol[:, ty, s::2, s::2, s::2], [np.cos(pi * np.outer(np.arange(m) + x, Ds) / m) for x in th]))
    g = np.arange(-4, 4)
    p = [(2 * pi * (g[:, None] + (np.arange(m) + th[c])[None] / m) / L[c])**2 for c in range(3)]
    p2 = p[0][:, None, None, :, None, None] + p[1][None, :, None, None, :, None] + p[2][None, None, :, None, None, :]
    ok = p2 > 0; K = np.exp(-SIG**2 * p2) / np.where(ok, p2, 1) * ok * (4 * pi / L.prod())
    par = (g[:, None, None] + g[None, :, None] + g) % 2
    return sum(parts(*pq, K[par == 0].sum(0), K[par == 1].sum(0))).mean()
POL = gtab(24, ZERO, -1, 13) * gtab(24, ZERO, 1, 13)
def direct_points(L, q):   # q = k*L componentwise
    pq = []
    for ty in range(3):
        s = ty % 2; Ds = np.arange(s, 13, 2)
        C = [np.cos(np.outer(q[:, c], Ds / 2)) * np.where(Ds > 0, 2., 1.) for c in range(3)]
        O = (C[0][:, :, None, None] * C[1][:, None, :, None] * C[2][:, None, None, :]).reshape(len(q), -1)
        pq.append(POL[:, ty, s::2, s::2, s::2].reshape(4, -1) @ O.T)
    g = grid(*[np.arange(-4, 5)] * 3)
    p2 = sum(((q[:, None, c] + 2 * pi * g[None, :, c]) / L[c])**2 for c in range(3))
    K = np.exp(-SIG**2 * p2) / p2 * 4 * pi / L.prod(); ev = g.sum(1) % 2 == 0
    return parts(*pq, K[:, ev].sum(1), K[:, ~ev].sum(1))
def direct_inf(L):   # Gauss rule on three pyramids with apex at q = 0
    x, w = roots_legendre(12); x, w = (x + 1) / 2, w / 2
    u = grid(x, x, x); wt = grid(w, w, w).prod(1) * u[:, 0]**2
    q = pi * u[:, :1] * np.c_[np.ones(len(u)), u[:, 1:]]
    return sum((wt * sum(direct_points(L, np.roll(q, c, 1)))).sum() for c in range(3))
def geometry(S, mu, nD):
    d = np.abs(S[:, None] - S[None]); ty = S[:, 0] % 2
    iV = (d[..., 0] * nD + d[..., 1]) * nD + d[..., 2]
    return int(np.flatnonzero((S == mu).all(1))[0]), (ty[:, None] + ty[None]) * nD**3 + iV, iV
def exchange(geo, Go, Gv, V):
    E = 0.0
    for c, iG, iV in geo:
        Vm = V.ravel()[iV]
        for t in range(4):
            o, v = Go[t].ravel()[iG], Gv[t].ravel()[iG]
            E += WT[t] * (v[c][:, None] * o[c][None] * Vm * ((o * Vm[c][None]) @ v)).sum()
    return E
def exch_torus(L, m, th):
    R = 2 * grid(*[np.arange(m)] * 3); S = np.vstack([R, R + 1])
    return exchange([geometry(S, mu, 2 * m) for mu in (0, 1)], gtab(m, ZERO, -1, 2 * m), gtab(m, th, 1, 2 * m), vtab(L, m, th, 2 * m))
box = grid(*[np.arange(-5, 6)] * 3); box = box[(box % 2 == box[:, :1] % 2).all(1)]
CL = [geometry(box + mu, mu, 11) for mu in (0, 1)]
def exch_cluster(L, m, th):
    # Green functions decay exponentially; a constant in V drops out by orthogonality
    if m is None: return exchange(CL, gtab(24, ZERO, -1, 11), gtab(24, ZERO, 1, 11), vbare(L, np.arange(11)))
    V = vtab(L, m, th, 11); V += 1 / (SIG * pi**.5) - V[0, 0, 0]
    return exchange(CL, gtab(m, ZERO, -1, 11), gtab(m, th, 1, 11), V)
def jump_tensors(L):   # B (direct) and A (exchange) from transition dipoles
    K = 4 * pi / L.prod()
    def state(m):
        ang = [pi * np.arange(m) / m] * 3; f, E = fE(ang); a = grid(*ang); c = np.cos(a)
        df = [4 * T * L[i] * np.sin(a[:, i]) * c[:, (i + 1) % 3] * c[:, (i + 2) % 3] for i in range(3)]
        return ang, f, E, np.stack([DEL * x.reshape(f.shape) / (2 * E**2) for x in df])
    _, f, E, d = state(12); d2 = d.reshape(3, -1)**2; E = E.ravel()
    B = -2 * K**2 * d2 @ (1 / (2 * E[:, None] + 2 * E[None])) @ d2.T / E.size**2
    ang, f, E, d = state(16); h = np.arctan2(f, DEL) / 2
    o, v = np.stack([-np.sin(h), np.cos(h)]), np.stack([np.cos(h), np.sin(h)])
    D = np.arange(-10, 11); V = vbare(L, D); C = [np.exp(1j * np.outer(D, x)) for x in ang]
    msk = [(D % 2 == s)[:, None, None] & (D % 2 == s)[None, :, None] & (D % 2 == s) for s in (0, 1)]
    Av = np.zeros(3)
    for i in range(3):
        for t in range(4):
            X = ctrans(o[:, None] * v[None] * (d[i] * np.exp(-TAU[t] * (2 * E - D0 / 2))), C) / E.size
            for a in (0, 1):
                for b in (0, 1):
                    Av[i] += -2 * K * WT[t] * (V * msk[(a + b) % 2] * X[a, b] * X[b, a].conj()).sum().real
    return B, Av, d2.mean(1)

Lt = np.array([A0, A0, CA * A0])
for th in (ZERO, HALF):
    bf = brute(lambda k: -8 * T * np.cos(k * Lt / 2).prod(-1), Lt, np.array([0 * Lt, Lt / 2]), (3, 3, 3), th)
    fa = np.array([direct_mesh(Lt, 3, th), exch_torus(Lt, 3, th)])
    assert np.abs(fa / bf - 1).max() < 1e-8
    print(f"tetragonal m=3 th={th[0]}: brute Ed {bf[0]:.8e}, Ex {bf[1]:.8e} Ha; fast/brute-1 {np.abs(fa/bf-1).max():.0e}")
tor = {th: exch_torus(Lc, 7, th) for th in (ZERO, HALF)}; clu = {th: exch_cluster(Lc, 7, th) for th in tor}
assert all(abs(clu[th] / tor[th] - 1) < 5e-4 for th in tor)
assert abs((clu[ZERO] - clu[HALF]) / (tor[ZERO] - tor[HALF]) - 1) < 2e-2
print(f"cubic m=7 Ex torus/cluster: th=0 {tor[ZERO]:.6e}/{clu[ZERO]:.6e}, half {tor[HALF]:.6e}/{clu[HALF]:.6e} Ha")
ms = np.array([12, 16, 20])
for name, L, shifts in (('cubic', Lc, (ZERO, HALF, ZSH)), ('tetragonal', Lt, (ZERO, HALF))):
    B, Av, d2 = jump_tensors(L); Ei = np.array([direct_inf(L), exch_cluster(L, None, None)])
    print(f"{name}: Ed_inf {Ei[0]:.8e}, Ex_inf {Ei[1]:.8e}, E_inf {Ei.sum():.8e} Ha = {Ei.sum()*MEV:.4f} meV")
    print(f" <d_x^2> {d2[0]:.6f}, <d_z^2> {d2[2]:.6f} bohr^2; A_x {Av[0]:.6e}, A_z {Av[2]:.6e} Ha")
    print(f" B_xx {B[0,0]:.6e}, B_xz {B[0,2]:.6e}, B_zz {B[2,2]:.6e} Ha")
    dirs = np.array([[1., 0, 0], [0, 0, 1], [1, 0, 1], [1, 1, 1]]); hp = direct_points(L, 2e-3 * dirs * L / A0)
    X = dirs**2 / (dirs**2).sum(1)[:, None]; lim = hp[0] + hp[1]
    assert np.abs(lim / ((X @ B) * X).sum(1) - 1).max() < 1e-4
    print(" s_d at small q along 100,001,101,111: " + ", ".join(f"{x:.5e}" for x in lim) + " Ha")
    if name == 'cubic': assert np.ptp(lim) < 1e-4 * abs(lim[0])
    for th in shifts:
        pred = np.array([zeta(B, 1 / L, th), zeta(rank2(Av), 1 / L, th)])
        if th == ZERO: scale = np.abs(pred); cstd = pred.sum(); assert pred[0] > 0
        err = np.array([[direct_mesh(L, m, th), exch_cluster(L, m, th)] for m in ms]) - Ei
        y = err * ms[:, None]**3
        fit = np.array([np.linalg.solve(np.c_[np.ones(3), ms**-2., ms**(-p)], y[:, i])[0] for i, p in ((0, 4.), (1, 3.))])
        assert (np.abs(fit - pred) < 2e-3 * scale).all()
        print(f" th={th}: C_d fit {fit[0]:.5e} formula {pred[0]:.5e}; C_x fit {fit[1]:.5e} formula {pred[1]:.5e} Ha")
        print("   total error m=12,16,20: " + ", ".join(f"{x:.4e}" for x in err.sum(1)) + " Ha")
        if th == HALF and name == 'cubic':
            ex = np.log(np.abs(err[1] / err[2])) / np.log(20 / 16); assert (np.abs(ex - 5) < 0.5).all()
            print(f"   exponent in 1/m from m=16,20: direct {ex[0]:.3f}, exchange {ex[1]:.3f}")
        if th == HALF and name == 'tetragonal':
            assert (np.abs(fit) > 1e-2 * scale).all()
            print(f"   staggered/standard 1/N coefficient: {pred.sum()/cstd:.4f}")
    if name == 'cubic':
        Es, Eg = [direct_mesh(L, 7, th) + clu[th] for th in (ZERO, HALF)]
        assert abs(Eg - Ei.sum()) < 0.1 * abs(Es - Ei.sum())
        print(f" total C (th=0) {cstd:.6e} Ha; C/343 {cstd/343:.4e} Ha = {cstd/343*MEV:.5f} meV")
        print(f" m=7: E_std {Es:.8e}, E_stag {Eg:.8e} Ha")
        print(f" m=7 error: standard {Es-Ei.sum():.4e}, staggered {Eg-Ei.sum():.4e}, standard-C/N {Es-Ei.sum()-cstd/343:.4e} Ha")
print("no test failed")
```

Output:

```
a=4.0 bohr, sigma=1.0 bohr, Delta=0.24 Ha, t=0.02 Ha, c/a=1.3
gap=0.480 Ha, Emax=0.28844 Ha, U=0.56419 Ha, K0(cubic)=0.196350 bohr^-3
cubic Z[zhat^2]: th=0 -0.333333, half 0.000000, (0,0,1/2) 0.770902
tetragonal Z[zhat^2]: th=0 -0.075184, half -0.202021, (0,0,1/2) 0.944248
cubic Z[x^4+y^4+z^4 on unit sphere]: th=0 0.514797, half -1.420353
chain: t1=0.12 Ha, t2=0.04 Ha, site B at 0.4 a; Ed=-1.59543102e-03 Ha, Ex=7.97674225e-04 Ha
chain s: head -1.821783e-03, wing -1.875081e-04, s_x 1.906240e-03, s_xx 1.330231e-03 Ha
chain staggered |error| N=2,4,6: 1.53e-06, 2.95e-11, 4.20e-15 Ha
chain standard N=10: N*err d 2.009291e-03 (formula 2.009291e-03), x -1.773217e-03 (-1.773217e-03) Ha
chain standard N=14: N*err d 2.009291e-03 (formula 2.009291e-03), x -1.811223e-03 (-1.811223e-03) Ha
tetragonal m=3 th=0.0: brute Ed -6.23811435e-05, Ex 2.24101345e-05 Ha; fast/brute-1 9e-12
tetragonal m=3 th=0.5: brute Ed -6.14967466e-05, Ex 2.31447562e-05 Ha; fast/brute-1 8e-12
cubic m=7 Ex torus/cluster: th=0 1.886402e-05/1.886391e-05, half 1.898901e-05/1.898888e-05 Ha
cubic: Ed_inf -5.67933777e-05, Ex_inf 1.89863596e-05, E_inf -3.78070181e-05 Ha = -1.0288 meV
 <d_x^2> 0.049871, <d_z^2> 0.049871 bohr^2; A_x 4.164325e-05, A_z 4.164325e-05 Ha
 B_xx -1.948298e-04, B_xz -1.948298e-04, B_zz -1.948298e-04 Ha
 s_d at small q along 100,001,101,111: -1.94830e-04, -1.94830e-04, -1.94829e-04, -1.94829e-04 Ha
 th=(0.0, 0.0, 0.0): C_d fit 1.94830e-04 formula 1.94830e-04; C_x fit -4.16376e-05 formula -4.16433e-05 Ha
   total error m=12,16,20: 8.7493e-08, 3.7124e-08, 1.9058e-08 Ha
 th=(0.5, 0.5, 0.5): C_d fit -2.66410e-10 formula 1.24346e-19; C_x fit -4.44738e-10 formula -1.32393e-22 Ha
   total error m=12,16,20: 1.3802e-09, 3.2707e-10, 1.0710e-10 Ha
   exponent in 1/m from m=16,20: direct 5.005, exchange 4.989
 th=(0.0, 0.0, 0.5): C_d fit 9.00869e-11 formula -2.45636e-21; C_x fit 9.02098e-11 formula -3.14357e-22 Ha
   total error m=12,16,20: -5.1640e-10, -1.2788e-10, -4.2962e-11 Ha
 total C (th=0) 1.531865e-04 Ha; C/343 4.4661e-07 Ha = 0.01215 meV
 m=7: E_std -3.73773632e-05, E_stag -3.77865090e-05 Ha
 m=7 error: standard 4.2965e-07, staggered 2.0509e-08, standard-C/N -1.6953e-08 Ha
tetragonal: Ed_inf -6.44385324e-05, Ex_inf 2.33347643e-05, E_inf -4.11037681e-05 Ha = -1.1185 meV
 <d_x^2> 0.049871, <d_z^2> 0.084281 bohr^2; A_x 2.453590e-05, A_z 6.151504e-05 Ha
 B_xx -1.152839e-04, B_xz -1.948298e-04, B_zz -3.292623e-04 Ha
 s_d at small q along 100,001,101,111: -1.15284e-04, -3.29262e-04, -2.08551e-04, -1.74412e-04 Ha
 th=(0.0, 0.0, 0.0): C_d fit 1.03770e-04 formula 1.03770e-04; C_x fit -2.73128e-05 formula -2.73161e-05 Ha
   total error m=12,16,20: 4.3104e-08, 1.8392e-08, 9.4665e-09 Ha
 th=(0.5, 0.5, 0.5): C_d fit 6.01521e-05 formula 6.01523e-05; C_x fit -7.47112e-06 formula -7.47057e-06 Ha
   total error m=12,16,20: 3.1566e-08, 1.3119e-08, 6.6696e-09 Ha
   staggered/standard 1/N coefficient: 0.6891
no test failed
```
